Ion splitting in Monte Carlo implantation: unchanged means, redistributed variance

**1. Result**

A Monte Carlo implantation code follows ions one at a time through a target and counts where they come to rest. Few ions reach the deep tail of the profile, so its concentration is poorly sampled. Splitting replaces an ion that reaches a selected depth by several copies of smaller weight.

Let X be 1 if an unsplit ion comes to rest in a given depth bin and 0 otherwise, with p = E[X]. Let Y be the total weight that one source ion and all its copies leave in that bin. The selected depths are z₁ < z₂ < … < z_K, an ion is split into n_k equally weighted copies at z_k, and

R₀ = 1,  R_k = n₁n₂…n_k.

Then, for every bin,

E[Y] = E[X] = p.  (1)

If the copies also use independent random numbers,

Var X = v₀ + v₁ + … + v_K,
Var Y = v₀/R₀ + v₁/R₁ + … + v_K/R_K,  (2)

where v_k ≥ 0 is the variance created between the passage of z_k and that of z_{k+1}; section 4 defines it.

By (2), splitting with independent copies never raises the variance per source ion. When the computing effort is held fixed, not every bin need gain: copies cost time, fewer source ions can be afforded, shallow bins can lose and deep bins can gain.

**2. Assumptions and the splitting rule**

The ion moves by free flights that end in collisions. Its state s contains depth z, direction and energy E. Three assumptions are made.

(a) The future of an ion depends on its past through s alone (Markov property).
(b) The target is fixed: it does not respond to ions already implanted.
(c) Each ion ends, at rest or by leaving through the surface, after a finite number of flights on average.

At the first collision site at or beyond z_k, an ion that has not ended is replaced by n_k copies in the same state, each with 1/n_k of its weight. There is no second split at z_k if the ion turns back and passes again. If one flight carries it past several selected depths, it is split once, by the product of their ratios. An ion that has passed k selected depths is said to be in stage k; all ions in stage k have weight 1/R_k. The depths and ratios are fixed before the run.

For dose Φ (ions per area), bin width Δz and N source ions, the estimated concentration is

Ĉ = (Φ/Δz)(1/N)(Y₁ + … + Y_N).

Since Φ/Δz is a constant, (1) gives E[Ĉ] = Φp/Δz, the value for unsplit ions. It remains to prove (1).

**3. The mean is unchanged**

Let h(s) be the probability that an unsplit ion in state s comes to rest in the bin. Let Y_k(s) be the score, per unit of present weight, of an ion in state s and stage k, including all later splits. The claim is

E[Y_k(s)] = h(s) for every s and k.  (3)

The proof goes from the last stage to the first. In stage K no split remains, so Y_K(s) is the score of an unsplit ion and (3) holds by the definition of h.

Now suppose that (3) holds for all stages above k. An ion in stage k moves unsplit until one of two things happens.

Either it ends, and its score is X, as without splitting. Or it arrives in a state s′, at the first site at or beyond z_{k+1}, in some stage k′ ≥ k+1. It is then split into

n = R_{k′}/R_k

copies, and

Y_k(s) = (1/n)[Y⁽¹⁾ + … + Y⁽ⁿ⁾],

where each Y⁽ʲ⁾ is distributed as Y_{k′}(s′). For given s′,

E[Y_k(s) | s′] = (1/n)·n·h(s′) = h(s′).

The factor n from the number of copies cancels the factor 1/n from their weight. Averaging over the two outcomes gives

E[Y_k(s)] = E[X; ended first] + E[h(s′); arrived first].

The right side contains the unsplit motion alone. It is the probability of rest in the bin, sorted by what happens first, and therefore equals h(s). This proves (3). For k = 0 and s the initial state it is (1).

Expectations add whether or not the terms are independent, so (1) holds even for correlated copies. The splitting decision must use the past alone. If ions were selected by where they will later stop, the copies would not follow the unsplit law from s′, and the step to h(s′) would fail.

The same proof covers any score added up along the path, such as a number of flights, if each contribution is multiplied by the weight. The part collected before a split is common to the split and unsplit ion, and the rest is averaged as above.

**4. Where the variance is created**

Consider an unsplit ion and let M_k be the probability of rest in the bin as judged when the ion is first at or beyond z_k. If the ion ends before that, M_k is its final score X. Set M₀ = p and M_{K+1} = X. The sequence M₀, M₁, …, M_{K+1} is a forecast that is improved as the history becomes known. Define

v_k = E[(M_{k+1} − M_k)²].

Given the history up to M_k, the mean of the next forecast is the present one, so E[M_kM_{k+1}] = E[M_k²]. Hence

v_k = E[M_{k+1}²] − 2E[M_k²] + E[M_k²] = E[M_{k+1}²] − E[M_k²].

The sum telescopes. Because X² = X,

v₀ + … + v_K = E[X²] − p² = p − p² = p(1 − p) = Var X,

which is the first line of (2).

**5. The variance with independent copies**

For an unsplit ion that starts in state s and stage k, let u_j(k,s) be the mean of (M_{j+1} − M_j)², with M_k = h(s). The claim is

Var Y_k(s) = Σ_{j=k}^{K} (R_k/R_j) u_j(k,s).  (4)

For k = K there is no split and the variance is u_K(K,s), as stated. Suppose that (4) holds for all later stages. The law of total variance, applied at the next arrival s′ or at the end of the ion, reads

Var Y_k(s) = Var(E[Y_k | s′]) + E[Var(Y_k | s′)].

By section 3 the inner mean of the first term is M_{k+1}, so this term is E[(M_{k+1} − M_k)²] = u_k(k,s). In the second term, independence of the n copies gives

Var(Y_k | s′) = (1/n²)·n·Var Y_{k′}(s′) = (R_k/R_{k′}) Var Y_{k′}(s′).

Inserting (4) for stage k′,

Var(Y_k | s′) = (R_k/R_{k′}) Σ_{j≥k′} (R_{k′}/R_j) u_j(k′,s′) = Σ_{j≥k′} (R_k/R_j) u_j(k′,s′).

R_{k′} has cancelled. If the flight passed several depths at once, the forecasts at these depths refer to the same site and are equal. The increments with k+1 ≤ j < k′ are then zero, and the sum may start at j = k+1. If the ion has ended, all later increments are zero too. Averaging over s′ turns u_j(k′,s′) into u_j(k,s), which proves (4). With k = 0 and the initial state, (4) becomes the second line of (2).

Splitting at z_k thus leaves the variance created before z_k untouched. Copies share their past, and no number of copies can average over it.

Two consequences follow for one selected depth and n copies.

First, if any two copies have correlation ρ for given s′, the factor 1/n in the second term becomes [1 + (n−1)ρ]/n. For ρ = 1 it is 1, and nothing is gained.

Second, the statistical error must be computed from the N family totals Y_i. If an ion that ends early is counted as n identical ones, treating all nN ions as independent would give (v₀ + v₁)/n per family instead of v₀ + v₁/n. That is too small by v₀(1 − 1/n).

**6. The cost, and the comparison at equal effort**

Take the number of flights as the measure of computing effort, and let c_k be the mean number that an unsplit ion makes in stage k. In a split family every flight in stage k is made with weight 1/R_k. By section 3 the weighted number of such flights has mean c_k, so the actual number has mean R_kc_k. A family costs Σ R_kc_k flights, an unsplit ion Σ c_k.

With a large total number of flights F and f flights per source ion, N = F/f, and the variance of the estimated p is Var/N = f·Var/F. At equal F the ratio of split to unsplit variance is therefore

Q = (Σ R_kc_k / Σ c_k)·V,  V = Var Y/Var X = (Σ v_k/R_k)/(Σ v_k).  (5)

Shallow bin: suppose that no ion returns from beyond z₁ to the bin. Once an ion has passed z₁ its forecast is zero and stays zero, so v_k = 0 for k ≥ 1. Then V = 1 and Q = Σ R_kc_k/Σ c_k ≥ 1. The bin pays for the copies and receives nothing.

Deep bin: let the bin lie beyond a single depth z₁, let a fraction q of the ions pass z₁, and suppose for simplicity that all of these have the same forecast p/q. Then

v₀ = q(p/q)² − p² = p²(1 − q)/q,
v₁ = p − p²/q = p(1 − p/q).

For p ≪ q the ratio v₁/v₀ is about q/[p(1 − q)], which is large. Nearly all the variance is created after the split, where copies can reduce it.

More copies are not always better. For one depth,

(c₀ + nc₁)(v₀ + v₁/n) = c₀v₀ + c₁v₁ + nc₁v₀ + c₀v₁/n.

Subtracting the value at n = 1 leaves

(n − 1)(c₁v₀ − c₀v₁/n).

For n > 1 this is negative, and splitting pays, as long as n < c₀v₁/(c₁v₀). Setting the derivative c₁v₀ − c₀v₁/n² to zero gives the best ratio, with n treated as continuous:

n_best = √[c₀v₁/(c₁v₀)].

Beyond it, the cost of copies grows faster than the remaining variance falls.

**7. A small case in exact numbers**

A walker starts at depth 0 with energy level e = 6. Each move lowers e by one. It changes the depth by +2 with probability e/20, by +1 with probability 1/2, and by −1 with probability 1/2 − e/20, where e is the level before the move. The walker is lost at negative depth and rests when e = 0. It is split into 2 copies at depth 3 and into 3 at depth 5, so R₁ = 2 and R₂ = 6. All outcomes can be enumerated with exact fractions; the results are given here as decimals.

For rest at depth 6 the mean score is 0.086429 with and without splitting. The stage variances are v₀ = 0.005494, v₁ = 0.022435 and v₂ = 0.051030. Therefore

Var X = 0.005494 + 0.022435 + 0.051030 = 0.07896,
Var Y = 0.005494 + 0.022435/2 + 0.051030/6 = 0.02522.

For rest at depth 0, above both splitting depths, v₀ = 0.023234, v₁ = 0.009655 and v₂ = 0. The variance still falls, from 0.03289 to 0.02806, because some walkers return from depth 3 or beyond. None returns from depth 5: at least three moves are needed to get there, and the three that remain lead back to depth 2 at best.

**8. A model implant**

Ions of 50 keV enter at normal incidence with dose Φ = 10¹⁸ m⁻². The parameters are round model values and describe no particular material. The target is structureless, so channelling, which largely shapes the deep tail in crystals and is sensitive to damage, is absent; the gains found below belong to this model. Flight lengths ℓ are exponentially distributed with mean 5 nm. The electronic energy loss per length is S₀√(E/E₀), with S₀ = 0.1 keV/nm and E₀ = 50 keV. Since d√E/dx = −S₀/(2√E₀), a flight changes the energy from E to E′ with

√E′ = √E − S₀ℓ/(2√E₀),

and E′ = 0 if the right side is negative. In the collision that follows, the centre-of-mass angle θ is drawn through x = sin²(θ/2), with density

η(1 + η)/(x + η)²,  0 ≤ x ≤ 1,  η = (0.5 keV)/E′.

The ion loses the energy γE′x. For a ratio A = 1/3 of ion mass to atom mass, γ = 4A/(1 + A)² = 0.75. The deflection ψ in the laboratory follows from cos ψ = (A + cos θ)/√(1 + 2A cos θ + A²), and the azimuth is uniform. An ion rests at the first collision site where its energy is below 0.05 keV, and it is lost if it crosses the surface.

A separate run of 20 000 unsplit ions fixed the splitting depths. They are the first edges of 20 nm bins such that at least 75, 95 and 99.5 per cent of all ions at rest in the target lie at smaller depth: 140, 180 and 240 nm. Each has 4 copies, so R_k = 1, 4, 16, 64.

The cost comes first. In a run of 200 000 unsplit ions, c_k = 38.70, 2.32, 0.619 and 0.031, in total 41.67 flights per ion. The prediction for a split family is

38.70 + 4·2.316 + 16·0.6186 + 64·0.0311 ≈ 59.9 flights.

A run of 100 000 split source ions made 60.2 per family. The effort ratio is 60.2/41.67 = 1.44.

The next lines give concentrations in 10²² m⁻³ with one standard error. V is the sample variance of the family totals divided by p(1 − p), with p taken from the split run, and Q is 1.44 V.

20–40 nm: unsplit 481.1 ± 3.3, split 480.8 ± 4.7, V = 1.00, Q = 1.44
80–100 nm: unsplit 656.7 ± 3.8, split 641.2 ± 5.3, V = 0.99, Q = 1.43
120–140 nm: unsplit 440.1 ± 3.2, split 446.2 ± 4.0, V = 0.80, Q = 1.15
140–160 nm: unsplit 313.7 ± 2.7, split 315.7 ± 2.9, V = 0.57, Q = 0.82
180–200 nm: unsplit 111.3 ± 1.7, split 111.1 ± 1.2, V = 0.28, Q = 0.40
240–260 nm: unsplit 10.0 ± 0.5, split 9.6 ± 0.2, V = 0.09, Q = 0.13
280–300 nm: unsplit 1.20 ± 0.17, split 1.01 ± 0.04, V = 0.03, Q = 0.05

The means agree within the expected statistical scatter. The largest deviation among the bins is at 80–100 nm: the difference of 15.5 is 2.4 times the combined error √(3.8² + 5.3²) = 6.5. One such deviation among 15 bins is no evidence against (1).

In the last bin the split run gives p = CΔz/Φ = (1.01 × 10²² m⁻³)(2 × 10⁻⁸ m)/(10¹⁸ m⁻²) = 2.0 × 10⁻⁴, about one source ion in 5000. There Q ≈ 0.05, so splitting reaches a given error with about one twentieth of the flights. At 20–40 nm the same error needs 44 per cent more flights. Among these 20 nm bins, those that end at or before 140 nm, the first splitting depth, lose, and those beyond it gain. Bins of this width do not locate the change more closely: because some ions return, a narrower bin just short of 140 nm can gain as well.

The bin at 120–140 nm lies above that depth, yet V = 0.80. By section 6, V would be 1 if no ion returned to the bin from beyond 140 nm; the reduction is due to ions that do return. For these depths and ratios (5) also implies V ≥ 1/64 ≈ 0.016 in every bin, since no R_k exceeds 64. The last bin, with V = 0.03, is within a factor of about two of this bound.

**9. When the target remembers**

Assumption (b) fails if the simulated damage changes the paths of later ions. The later ions then respond to the tally through some nonlinear function g, and equal means of X and Y do not imply equal means of g(X) and g(Y).

For convex g the sign of the shift follows at once. A family has total weight 1, so 0 ≤ Y ≤ 1, and a convex function lies on or below its chord:

g(Y) ≤ (1 − Y)g(0) + Y g(1).

Taking the mean and using E[Y] = p,

E[g(Y)] ≤ (1 − p)g(0) + p g(1) = E[g(X)].

The inequality is strict if g is strictly convex and Y takes values between 0 and 1 with non-zero probability. For the walker of section 7, rest at depth 6 and g(Y) = 1/(1 + Y), the unsplit mean is 1 − p/2 = 0.9568, while the split mean is 0.9363. A later ion whose transmission followed this g would see a different target on average, although the mean deposited weight is the same. This example uses the resting score of a single source ion as a stand-in for damage. If g acts on the average score of N source ions, a second-order expansion gives a mean of about g(p) + g″(p)Var/(2N). The split and unsplit means then differ by about g″(p)(Var X − Var Y)/(2N), here 0.042/N, both tend to g(p) = 0.9204, and the split mean lies closer to this limit. With damage feedback, (1) holds for the next ion in a given, frozen target. For the profile of the whole implant it is not exact at finite N, and in this example the shift fades as more source ions feed the tally.
